# Why a picometre electron wavelength does not set resist resolution: test program

```python
"""
Result under test: the electron wavelength is not itself a resist blur.
A dose grating 1 + cos(2 pi x / period) keeps the contrast
    M = M_diffraction * M_source * M_forward * M_secondary.
The wavelength enters through lens diffraction (wavelength / half-angle)
and through the scattering angle of an atom (wavelength / screening radius).
For the model below, secondary electrons cause the largest contrast loss.
Lengths are in nm, angles in rad and beam energies in keV unless stated.
Atomic units are used inside the scattering calculation for one atom.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import j0, j1, jn_zeros, k1

rng = np.random.default_rng(12345)

# Chosen model parameters
HALF_ANGLE = 5e-3
SOURCE_SIGMA = 1.0
ATOMIC_NUMBER = 6
ATOM_DENSITY = 60.0
THICKNESS = 100.0
STEP_MEAN = 1.0
STOP_PROBABILITY = 0.1
PERIOD = 20.0
THRESHOLD = 0.3

BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
REST_ENERGY = const.m_e * const.c**2
SCREENING = 0.5 * (3 * np.pi / 4)**(2 / 3) * ATOMIC_NUMBER**(-1 / 3)
NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)


def electron(energy):
    """Return wavelength in nm, speed / c and momentum in SI units."""
    kinetic = energy * 1e3 * const.e
    momentum = np.sqrt(kinetic * (kinetic + 2 * REST_ENERGY)) / const.c
    beta = momentum * const.c / (kinetic + REST_ENERGY)
    return const.h / momentum * 1e9, beta, momentum


def atom_scattering(energy):
    """Return elastic cross-section in nm^2 and characteristic angle."""
    wavelength, beta, _ = electron(energy)
    speed_au = beta / const.fine_structure
    sigma_au = 4 * np.pi * (ATOMIC_NUMBER * SCREENING / speed_au)**2
    angle = wavelength / (2 * np.pi * SCREENING * BOHR_NM)
    return sigma_au * BOHR_NM**2, angle


def diffraction_contrast(period, energy, half_angle=HALF_ANGLE):
    s = min(electron(energy)[0] / (2 * half_angle * period), 1.0)
    return 2 / np.pi * (np.arccos(s) - s * np.sqrt(1 - s * s))


def source_contrast(period):
    return np.exp(-0.5 * (2 * np.pi * SOURCE_SIGMA / period)**2)


def forward_contrast(period, energy):
    sigma, angle = atom_scattering(energy)
    lever = 0.5 * THICKNESS * (NODES + 1)
    x = 2 * np.pi / period * lever * angle
    integral = 0.5 * THICKNESS * np.sum(WEIGHTS * (1 - x * k1(x)))
    return np.exp(-ATOM_DENSITY * sigma * integral)


def secondary_contrast(period):
    x = 2 * np.pi * STEP_MEAN / period
    g = np.arctan(x) / x
    return STOP_PROBABILITY * g / (1 - (1 - STOP_PROBABILITY) * g)


def contrast(period, lens_energy=100, film_energy=100, omit=None):
    parts = {
        "diffraction": diffraction_contrast(period, lens_energy),
        "source": source_contrast(period),
        "forward": forward_contrast(period, film_energy),
        "secondary": secondary_contrast(period),
    }
    return np.prod([m for name, m in parts.items() if name != omit])


def limiting_period(lens_energy=100, film_energy=100, omit=None):
    return brentq(lambda p: contrast(p, lens_energy, film_energy, omit)
                  - THRESHOLD, 0.5, 500.0)


# Momentum: the work integral of speed over momentum must return the energy.
for energy in (10, 100):
    momentum = electron(energy)[2]
    # Dimensionless momentum keeps the quadrature well scaled.
    end = momentum / (const.m_e * const.c)
    work = REST_ENERGY * quad(lambda u: u / np.sqrt(1 + u * u), 0, end)[0]
    assert abs(work / (energy * 1e3 * const.e) - 1) < 1e-9

wavelength, beta, _ = electron(100)
slow_wavelength = const.h / np.sqrt(2 * const.m_e * 1e5 * const.e) * 1e9

# First dark ring from a direct sum of plane waves in the lens cone.
def cone_amplitude(radius):
    wave_number = 2 * np.pi / wavelength
    return quad(lambda a: j0(wave_number * a * HALF_ANGLE * radius) * a,
                0, 1)[0]

airy_radius = jn_zeros(1, 1)[0] / (2 * np.pi) * wavelength / HALF_ANGLE
direct_radius = brentq(cone_amplitude, 0.5 * airy_radius, 1.5 * airy_radius)
assert abs(direct_radius / airy_radius - 1) < 1e-7

# Diffraction contrast from the transform of the Airy intensity.
airy_v = np.linspace(1e-9, 2000, 100001)
for s in (wavelength / (2 * HALF_ANGLE * PERIOD), 0.3, 0.7):
    transform = simpson(2 * j1(airy_v)**2 / airy_v * j0(2 * s * airy_v),
                        x=airy_v)
    test_period = wavelength / (2 * HALF_ANGLE * s)
    assert abs(transform - diffraction_contrast(test_period, 100)) < 1e-4

# Born amplitude from the radial integral, then the integrated cross-section.
for energy in (10, 100):
    lam, speed_ratio, _ = electron(energy)
    gamma = 1 / np.sqrt(1 - speed_ratio**2)
    wave_au = 2 * np.pi * BOHR_NM / lam

    def born(q):
        return 2 * gamma * ATOMIC_NUMBER / (q * q + SCREENING**-2)

    for q in (0.5, 2.0, 6.0):
        radial = quad(lambda r: np.exp(-r / SCREENING) * np.sin(q * r),
                      0, 40 * SCREENING, limit=300)[0]
        assert abs(2 * gamma * ATOMIC_NUMBER * radial / q / born(q) - 1) < 1e-6
    total = 2 * np.pi / wave_au**2 * quad(
        lambda q: q * born(q)**2, 0, 2 * wave_au, limit=300)[0]
    # The small-angle formula omits a relative term of order angle squared.
    assert abs(total * BOHR_NM**2 / atom_scattering(energy)[0] - 1) < 3e-3


def sample_forward(energy, count):
    """Full-angle tracks; return x at first arrival at the film bottom."""
    sigma, angle = atom_scattering(energy)
    mean_path = 1 / (ATOM_DENSITY * sigma)
    position = np.zeros((count, 3))
    direction = np.tile([0.0, 0.0, 1.0], (count, 1))
    arrivals = []
    while len(position):
        new = position + rng.exponential(mean_path, len(position))[:, None] \
            * direction
        through = new[:, 2] >= THICKNESS
        fraction = (THICKNESS - position[through, 2]) / direction[through, 2]
        arrivals.append(position[through, 0]
                        + fraction * direction[through, 0])
        inside = (~through) & (new[:, 2] > 0)
        position, direction = new[inside], direction[inside]
        if not len(position):
            break
        u = rng.random(len(position))
        a = angle**2
        cosine = 1 - 2 * a * u / (4 + a - 4 * u)
        side = rng.normal(size=direction.shape)
        side -= np.sum(side * direction, axis=1)[:, None] * direction
        side /= np.linalg.norm(side, axis=1)[:, None]
        sine = np.sqrt(np.maximum(0, 1 - cosine**2))
        direction = cosine[:, None] * direction + sine[:, None] * side
        direction /= np.linalg.norm(direction, axis=1)[:, None]
    result = np.concatenate(arrivals)
    rng.shuffle(result)
    return result


def sample_secondary(count):
    """Random walks that may stop after every free flight; return x."""
    finished = []
    x = np.zeros(count)
    while len(x):
        x = x + rng.exponential(STEP_MEAN, len(x)) * rng.uniform(-1, 1, len(x))
        stop = rng.random(len(x)) < STOP_PROBABILITY
        finished.append(x[stop])
        x = x[~stop]
    result = np.concatenate(finished)
    rng.shuffle(result)
    return result


def mean_cosine(x, period):
    return np.mean(np.cos(2 * np.pi * x / period))


SAMPLES = 200000
secondary_x = sample_secondary(SAMPLES)
secondary_rms = STEP_MEAN * np.sqrt(2 / (3 * STOP_PROBABILITY))
assert abs(mean_cosine(secondary_x, PERIOD)
           - secondary_contrast(PERIOD)) < 0.006
assert abs(np.var(secondary_x) / secondary_rms**2 - 1) < 0.03

limits = {(a, b): limiting_period(a, b) for a in (10, 100) for b in (10, 100)}
encircled = 1 - j0(airy_v)**2 - j1(airy_v)**2
sampled = {}
for energy in (10, 100):
    forward_x = sample_forward(energy, SAMPLES)
    # At 10 keV the small-angle formula has percent-level path errors.
    tolerance = 0.02 if energy == 10 else 0.003
    assert abs(mean_cosine(forward_x, PERIOD)
               - forward_contrast(PERIOD, energy)) < tolerance
    count = len(forward_x)
    radius = np.interp(rng.random(count), encircled, airy_v) \
        * electron(energy)[0] / (2 * np.pi * HALF_ANGLE)
    total_x = forward_x + secondary_x[:count] \
        + rng.normal(0, SOURCE_SIGMA, count) \
        + radius * np.cos(rng.uniform(0, 2 * np.pi, count))
    sampled[energy] = mean_cosine(total_x, PERIOD)
    # Allow sampling noise and, at 10 keV, the small-angle approximation.
    tolerance = 0.02 if energy == 10 else 0.008
    assert abs(sampled[energy] - contrast(PERIOD, energy, energy)) < tolerance
    assert abs(mean_cosine(total_x, limits[energy, energy])
               - THRESHOLD) < tolerance

# Remove one blur at a time, with the electron energy left unchanged.
names = ("diffraction", "source", "forward", "secondary")
removed = {name: limiting_period(omit=name) for name in names}
base = limits[100, 100]
gains = {name: base - removed[name] for name in names}
assert max(gains, key=gains.get) == "secondary"
assert gains["diffraction"] < 0.2 * gains["secondary"]
# Most of the energy effect must come through the film, not the lens.
assert limits[10, 100] - base < 0.2 * (limits[100, 10] - base)

diffraction_only = brentq(
    lambda p: diffraction_contrast(p, 100) - THRESHOLD,
    wavelength / (2 * HALF_ANGLE), 100)
equal_angle = brentq(
    lambda a: diffraction_contrast(PERIOD, 100, a)
    - secondary_contrast(PERIOD), wavelength / (2 * PERIOD), HALF_ANGLE)

parts = {
    "diffraction": diffraction_contrast(PERIOD, 100),
    "source": source_contrast(PERIOD),
    "forward": forward_contrast(PERIOD, 100),
    "secondary": secondary_contrast(PERIOD),
}
losses = {name: -np.log(value) for name, value in parts.items()}
assert max(losses, key=losses.get) == "secondary"

print(f"lens half-angle: {HALF_ANGLE * 1e3:.1f} mrad")
print(f"source-image sigma: {SOURCE_SIGMA:.1f} nm")
print(f"atomic number: {ATOMIC_NUMBER}")
print(f"atom density: {ATOM_DENSITY:.0f} per nm^3")
print(f"film thickness: {THICKNESS:.0f} nm")
print(f"secondary mean step: {STEP_MEAN:.1f} nm")
print(f"secondary stop probability: {STOP_PROBABILITY:.1f}")
print(f"test period: {PERIOD:.0f} nm")
print(f"contrast threshold: {THRESHOLD:.1f}")
print(f"screening radius: {SCREENING:.4f} bohr")
for energy in (10, 100):
    lam, speed_ratio, _ = electron(energy)
    sigma, angle = atom_scattering(energy)
    print(f"{energy} keV wavelength: {lam * 1e3:.3f} pm")
    print(f"{energy} keV speed / c: {speed_ratio:.4f}")
    print(f"{energy} keV elastic cross-section: {sigma:.4e} nm^2")
    print(f"{energy} keV elastic mean free path: "
          f"{1 / (ATOM_DENSITY * sigma):.1f} nm")
    print(f"{energy} keV mean collisions in film: "
          f"{ATOM_DENSITY * sigma * THICKNESS:.3f}")
    print(f"{energy} keV characteristic angle: {angle * 1e3:.2f} mrad")
    print(f"{energy} keV thickness times angle: {THICKNESS * angle:.2f} nm")
    print(f"{energy} keV forward contrast: "
          f"{forward_contrast(PERIOD, energy):.4f}")
    print(f"{energy} keV total contrast: "
          f"{contrast(PERIOD, energy, energy):.4f}")
    print(f"{energy} keV sampled total contrast: {sampled[energy]:.4f}")
print(f"100 keV nonrelativistic wavelength: {slow_wavelength * 1e3:.3f} pm")
print(f"100 keV first Airy dark radius: {airy_radius:.4f} nm")
print(f"100 keV diffraction cutoff period: "
      f"{wavelength / (2 * HALF_ANGLE):.4f} nm")
print(f"secondary rms displacement along x: {secondary_rms:.3f} nm")
for name in names:
    print(f"100 keV {name}: contrast {parts[name]:.4f}, "
          f"loss {losses[name]:.4f}")
print(f"100 keV total loss: {sum(losses.values()):.4f}")
print(f"100 keV diffraction share of loss: "
      f"{100 * losses['diffraction'] / sum(losses.values()):.1f} %")
print(f"diffraction-only limiting period: {diffraction_only:.3f} nm")
for name in names:
    print(f"100 keV limit without {name}: {removed[name]:.3f} nm")
for (lens, film), value in limits.items():
    print(f"limit, lens {lens} keV, film {film} keV: {value:.3f} nm")
print(f"100 keV limit / wavelength: {base / wavelength:.0f}")
print(f"equal-loss lens half-angle: {equal_angle * 1e3:.3f} mrad")
print("finished without a failed check")
```

It prints:

```
lens half-angle: 5.0 mrad
source-image sigma: 1.0 nm
atomic number: 6
atom density: 60 per nm^3
film thickness: 100 nm
secondary mean step: 1.0 nm
secondary stop probability: 0.1
test period: 20 nm
contrast threshold: 0.3
screening radius: 0.4872 bohr
10 keV wavelength: 12.205 pm
10 keV speed / c: 0.1950
10 keV elastic cross-section: 4.2121e-04 nm^2
10 keV elastic mean free path: 39.6 nm
10 keV mean collisions in film: 2.527
10 keV characteristic angle: 75.34 mrad
10 keV thickness times angle: 7.53 nm
10 keV forward contrast: 0.3321
10 keV total contrast: 0.2208
10 keV sampled total contrast: 0.2213
100 keV wavelength: 3.701 pm
100 keV speed / c: 0.5482
100 keV elastic cross-section: 5.3283e-05 nm^2
100 keV elastic mean free path: 312.8 nm
100 keV mean collisions in film: 0.320
100 keV characteristic angle: 22.85 mrad
100 keV thickness times angle: 2.28 nm
100 keV forward contrast: 0.9635
100 keV total contrast: 0.6780
100 keV sampled total contrast: 0.6789
100 keV nonrelativistic wavelength: 3.878 pm
100 keV first Airy dark radius: 0.4515 nm
100 keV diffraction cutoff period: 0.3701 nm
secondary rms displacement along x: 2.582 nm
100 keV diffraction: contrast 0.9764, loss 0.0238
100 keV source: contrast 0.9518, loss 0.0493
100 keV forward: contrast 0.9635, loss 0.0372
100 keV secondary: contrast 0.7571, loss 0.2782
100 keV total loss: 0.3886
100 keV diffraction share of loss: 6.1 %
diffraction-only limiting period: 0.633 nm
100 keV limit without diffraction: 9.191 nm
100 keV limit without source: 7.964 nm
100 keV limit without forward: 8.953 nm
100 keV limit without secondary: 4.618 nm
limit, lens 10 keV, film 10 keV: 24.735 nm
limit, lens 10 keV, film 100 keV: 10.227 nm
limit, lens 100 keV, film 10 keV: 23.881 nm
limit, lens 100 keV, film 100 keV: 9.489 nm
100 keV limit / wavelength: 2564
equal-loss lens half-angle: 0.482 mrad
finished without a failed check
```
